**Isolated-donor statistics and screening in silicon with 10²⁰ cm⁻³ phosphorus**

The program compares the carrier density \(n\) predicted by a 45 meV isolated-donor level with the condition for that level to exist in a screened Coulomb well. Here \(N\) is the donor density, \(\kappa\) the inverse screening length and \(a\) the radius of a hydrogenic state fitted to 45 meV. The isolated-donor formula gives 13.3% ionization at 300 K, and still only 26.7% if the binding energy is set to zero. The program asserts that the occupation factor agrees with an explicit sum over donor states, and that the binding threshold from outward integration agrees with an integral equation. The threshold is \(\kappa a=1.19\), while the layer with all electrons mobile has \(\kappa a=2.27\) and no bound state. With only the electrons left mobile by the isolated-donor formula, the binding energy is already down to 0.10 meV. Further assertions confirm that binding remains absent with wave-vector-dependent screening and, separately, with the anisotropic valley mass. Nonlinear screening and a full treatment of disorder are not included.

## Numerical check

```python
"""Phosphorus in silicon at 1e20 cm^-3: are the donors neutral at 300 K?

Result under test: isolated-donor statistics with a 45 meV level predict mostly
neutral donors, but the screened donor well has no bound state at this density,
so the occupation factor has no orbital to describe.
Symbols: eta = Fermi energy above the band edge / kT; kappa = inverse screening
length; a = radius of the hydrogenic state fitted to 45 meV; strength = largest
eigenvalue of (Green function x attraction), a bound state needs strength > 1.
Internal units: nm and eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, eval_legendre, spherical_jn

# constants and inputs
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # eV nm^2
KB = sc.k / sc.e                                      # eV/K
CM3 = 1e21                                            # nm^-3 to cm^-3
eps_r, m_l, m_t, valleys = 11.7, 0.916, 0.19, 6
E_b, T, N = 0.045, 300.0, 0.1
thickness_nm, mobility = 100.0, 90.0                  # mobility in cm2/Vs
m_d = (m_l * m_t**2) ** (1 / 3)
kT = KB * T
a = COUL / (2 * eps_r * E_b)


def bohr(mass):
    return 2 * HB2M * eps_r / (mass * COUL)


def Nc(temp):
    return 2 * valleys * (m_d * KB * temp / (4 * np.pi * HB2M)) ** 1.5


GX, GW = np.polynomial.legendre.leggauss(400)


def fermi(eta):
    """Normalized Fermi integral of order 1/2 and its derivative."""
    top = np.sqrt(max(eta, 0) + 40)
    t, w = top * (GX + 1) / 2, top * GW / 2
    f = expit(eta - t * t)
    c = 4 / np.sqrt(np.pi)
    return c * np.sum(w * t * t * f), c * np.sum(w * t * t * f * (1 - f))


for e_test in (-1.0, 2.0):
    ref = -mp.polylog(mp.mpf('1.5'), -mp.e**e_test)
    assert abs(fermi(e_test)[0] / float(mp.re(ref)) - 1) < 1e-7


def kappa(eta, temp):
    return np.sqrt(4 * np.pi * COUL / eps_r * Nc(temp)
                   * fermi(eta)[1] / (KB * temp))


def isolated(density, weight, temp):
    """Neutrality with isolated donors; weight = sum of g exp(E/kT)."""
    def excess(eta):
        return (Nc(temp) * fermi(eta)[0]
                - density * expit(-eta - np.log(weight)))
    eta = brentq(excess, -60, 60, xtol=1e-12)
    return eta, Nc(temp) * fermi(eta)[0]


# isolated-donor prediction
weight0 = 2 * np.exp(E_b / kT)
eta_iso, n_iso = isolated(N, weight0, T)

# occupation from an explicit sum over all four donor states, large repulsion
repulsion = 2.0
weights = {}
for up in (0, 1):
    for down in (0, 1):
        energy = -E_b * (up + down) + repulsion * up * down
        weights[up, down] = np.exp((eta_iso * kT * (up + down) - energy) / kT)
p_empty = weights[0, 0] / sum(weights.values())
assert abs(p_empty - n_iso / N) < 1e-6


def boltzmann_n(density):
    K = Nc(T) / weight0
    return K / 2 * (np.sqrt(1 + 4 * density / K) - 1)


n_hand = boltzmann_n(N)
assert abs(boltzmann_n(1e-5) / isolated(1e-5, weight0, T)[1] - 1) < 1e-3
assert abs(n_hand / n_iso - 1) < 0.15                 # degeneracy correction
assert n_iso / N < 0.5

n_zero = isolated(N, 2.0, T)[1]
assert n_zero / N < 0.5                               # E_b = 0 is no cure
n_77 = isolated(N, 2 * np.exp(E_b / (KB * 77)), 77.0)[1]
assert n_77 < 0.1 * n_iso
weight_vo = weight0 + 10 * np.exp((E_b - 0.012) / kT)
n_vo = isolated(N, weight_vo, T)[1]
assert n_vo < n_iso


# bound states of the screened well, lengths in units of a
def grid(R, count=240):
    x, w = np.polynomial.legendre.leggauss(count)
    t = (x + 1) / 2
    return R * t * t, R * t * w


def strength(r, w, attraction, q=0.0):
    lo, hi = np.minimum.outer(r, r), np.maximum.outer(r, r)
    green = lo if q == 0 else (np.exp(-q * (hi - lo))
                               * -np.expm1(-2 * q * lo) / (2 * q))
    return np.linalg.eigvals(green * (attraction * w)[None, :]).real.max()


R25, W25 = grid(25.0)


def binding(k):
    """Binding energy / unscreened binding energy for kappa*a = k."""
    V = 2 * np.exp(-k * R25) / R25
    if strength(R25, W25, V) <= 1:
        return 0.0
    return brentq(lambda q: strength(R25, W25, V, q) - 1,
                  1e-5, 1.3, xtol=1e-6) ** 2


def outer_slope(k):
    x0 = 1e-6
    sol = solve_ivp(lambda x, y: [y[1], -2 * np.exp(-k * x) / x * y[0]],
                    (x0, 40), [x0 - x0**2, 1 - 2 * x0],
                    rtol=1e-9, atol=1e-12)
    return sol.y[1, -1]


k_crit = brentq(outer_slope, 0.9, 1.6, xtol=1e-7)
for k in (1.0, 2.0):                                 # scaling law k_crit/k
    s = strength(R25, W25, 2 * np.exp(-k * R25) / R25)
    assert abs(s * k / k_crit - 1) < 5e-3             # kernel-kink error
assert abs(binding(0.0) - 1) < 0.01

# all electrons mobile
eta_met = brentq(lambda x: Nc(T) * fermi(x)[0] - N, -20, 60)
kap = kappa(eta_met, T)
strength_met = k_crit / (kap * a)
assert strength_met < 1
# only the electrons left mobile by the isolated-donor formula
kap_iso = kappa(eta_iso, T)
Eb_iso = E_b * binding(kap_iso * a)
assert Eb_iso < 0.05 * E_b
# dilute control case, where the level must survive
eta_dil, n_dil = isolated(1e-5, weight0, T)
Eb_dil = E_b * binding(kappa(eta_dil, T) * a)
assert Eb_dil > 0.85 * E_b and n_dil / 1e-5 > 0.95

# transition density: closed form against low-temperature Fermi integrals
kF_M = np.pi * bohr(m_d) * k_crit**2 / (4 * valleys * a**2)
n_M = valleys * kF_M**3 / (3 * np.pi**2)
eta_M = brentq(lambda x: kappa(x, 1.0) * a - k_crit, 2, 200)
assert abs(Nc(1.0) * fermi(eta_M)[0] / n_M - 1) < 0.01
n_rule = (0.25 / a) ** 3
assert max(n_M, n_rule) < 0.2 * N

# wave-vector-dependent screening at 300 K
dq, dk = 0.04, 0.002
qs = (np.arange(1000) + 0.5) * dq
ks = (np.arange(1250) + 0.5) * dk
occ = expit(eta_met - HB2M * ks**2 / (m_d * kT))
logs = np.log(np.abs((qs[:, None] + 2 * ks) / (qs[:, None] - 2 * ks)))
response = (valleys * m_d / (2 * HB2M * np.pi**2 * qs)
            * (logs @ (ks * occ)) * dk)
kap2_q = 4 * np.pi * COUL / eps_r * response
assert abs(kap2_q[0] / kap**2 - 1) < 0.01
r10, w10 = grid(10.0)
diff = qs / (qs**2 + kap2_q) - qs / (qs**2 + kap**2)
shape = (np.exp(-kap * a * r10)
         + 2 / np.pi * dq * (np.sin(np.outer(r10 * a, qs)) @ diff))
strength_q = strength(r10, w10, 2 * shape / r10)
assert strength_met < strength_q < 1


# anisotropic valley mass, coordinates scaled to an isotropic kinetic energy
def anisotropic(ls):
    k = kap * bohr(m_t)
    r, w = grid(40 / k, 140)
    c, cw = np.polynomial.legendre.leggauss(40)
    s = r[:, None] * np.sqrt(1 - (1 - m_t / m_l) * c**2)
    V = 2 * np.exp(-k * s) / s
    lo, hi = np.minimum.outer(r, r), np.maximum.outer(r, r)
    rows = []
    for l in ls:
        green = lo * (lo / hi) ** l / (2 * l + 1)
        row = []
        for l2 in ls:
            ang = (np.sqrt((2 * l + 1) * (2 * l2 + 1)) / 2
                   * eval_legendre(l, c) * eval_legendre(l2, c))
            row.append(green * ((V @ (cw * ang)) * w)[None, :])
        rows.append(row)
    return np.linalg.eigvals(np.block(rows)).real.max()


strength_an = anisotropic((0, 2, 4))
assert abs(anisotropic((0, 2)) / strength_an - 1) < 0.02
assert (k_crit / (kap * bohr(m_t)) < strength_an
        < k_crit / (kap * bohr(m_l)))
assert strength_an < 1

# overlap of neighbouring envelopes, formula against momentum-space integral
spacing = N ** (-1 / 3)
x = spacing / a
overlap = (1 + x + x * x / 3) * np.exp(-x)
direct = quad(lambda q: 32 / np.pi * q * np.sin(q * x) / x / (1 + q * q)**4,
              0, 40, limit=200)[0]
assert abs(overlap - direct) < 1e-6

# remaining neglected effects
kF = (3 * np.pi**2 * N / valleys) ** (1 / 3)
exchange = 2 * COUL * kF / (np.pi * eps_r)
hole = quad(lambda y: spherical_jn(1, y), 0, 300, limit=500)[0]
real_space = 4 * np.pi * COUL / eps_r * kF / (2 * np.pi**2) * hole
assert abs(real_space / exchange - 1) < 0.01
EF = eta_met * kT
alpha = 0.5                                          # rough, 1/eV
dos_gain = (1 + 2 * alpha * EF) * np.sqrt(1 + alpha * EF) - 1
mfp = sc.hbar / sc.e * kF * 1e9 * mobility * 1e-4 * 1e9
assert kF * mfp > 1


def sheet(density):
    return 1 / (sc.e * mobility * density * CM3 * thickness_nm * 1e-7)


print(f"donor density            {N*CM3:.2e} cm^-3")
print(f"dose in {thickness_nm:.0f} nm box       {N*CM3*thickness_nm*1e-7:.2e} cm^-2")
print(f"temperature, kT          {T:.0f} K, {kT*1e3:.2f} meV")
print(f"dilute level depth       {E_b*1e3:.1f} meV")
print(f"permittivity, valleys    {eps_r}, {valleys}")
print(f"masses m_l, m_t, m_d     {m_l}, {m_t}, {m_d:.3f} m_e")
print(f"Nc at 300 K              {Nc(T)*CM3:.3e} cm^-3")
print("-- isolated-donor statistics --")
print(f"occupation weight 2e^(Eb/kT) {weight0:.2f}")
print(f"hand (Boltzmann) n       {n_hand*CM3:.3e} cm^-3")
print(f"Fermi-Dirac n            {n_iso*CM3:.3e} cm^-3")
print(f"Fermi energy             {eta_iso*kT*1e3:.1f} meV")
print(f"ionized, neutral         {100*n_iso/N:.1f} %, {100-100*n_iso/N:.1f} %")
for d in (1e16, 1e17, 1e18, 1e19):
    frac = isolated(d / CM3, weight0, T)[1] * CM3 / d
    print(f"ionized at {d:.0e} cm^-3  {100*frac:.1f} %")
print(f"ionized if Eb = 0        {100*n_zero/N:.1f} %")
print(f"n at 77 K                {n_77*CM3:.2e} cm^-3")
print(f"n(300 K)/n(77 K)         {n_iso/n_77:.1f}")
print("-- screened donor --")
print(f"fitted donor radius a    {a:.3f} nm")
print(f"critical kappa*a         {k_crit:.4f}")
print(f"shortest binding length  {a/k_crit:.3f} nm")
print(f"all mobile: Fermi energy {EF*1e3:.1f} meV")
print(f"all mobile: screening    {1/kap:.3f} nm")
print(f"all mobile: kappa*a      {kap*a:.3f}")
print(f"all mobile: strength     {strength_met:.3f} (bound if > 1)")
print(f"isolated n: screening    {1/kap_iso:.3f} nm")
print(f"isolated n: kappa*a      {kap_iso*a:.3f}")
print(f"isolated n: binding      {Eb_iso*1e3:.2f} meV")
print(f"1e16 cm^-3: binding      {Eb_dil*1e3:.1f} meV")
print(f"DOS-mass radius a_d      {bohr(m_d):.3f} nm")
print(f"transition, screening    {n_M*CM3:.2e} cm^-3")
print(f"transition, Mott rule    {n_rule*CM3:.2e} cm^-3")
print(f"mean spacing, overlap    {spacing:.3f} nm, {overlap:.3f}")
print("-- layer --")
print(f"mobility (rough input)   {mobility:.0f} cm2/Vs")
print(f"sheet R, all mobile      {sheet(N):.1f} ohm/sq")
print(f"sheet R, isolated n      {sheet(n_iso):.0f} ohm/sq")
print("-- neglected effects --")
print(f"strength, q-dependent    {strength_q:.3f}")
print(f"strength, anisotropic    {strength_an:.3f}")
print(f"ionized, valley-orbit    {100*n_vo/N:.1f} % (12 meV rough)")
print(f"exchange shift at k=0    {exchange*1e3:.1f} meV (unscreened)")
print(f"nonparabolic DOS gain    {100*dos_gain:.1f} % (0.5/eV rough)")
print(f"k_F, mean free path      {kF:.3f} nm^-1, {mfp:.2f} nm")
print(f"k_F x mean free path     {kF*mfp:.2f}")
print("checks complete")
```

Printed output:

```
donor density            1.00e+20 cm^-3
dose in 100 nm box       1.00e+15 cm^-2
temperature, kT          300 K, 25.85 meV
dilute level depth       45.0 meV
permittivity, valleys    11.7, 6
masses m_l, m_t, m_d     0.916, 0.19, 0.321 m_e
Nc at 300 K              2.738e+19 cm^-3
-- isolated-donor statistics --
occupation weight 2e^(Eb/kT) 11.40
hand (Boltzmann) n       1.434e+19 cm^-3
Fermi-Dirac n            1.326e+19 cm^-3
Fermi energy             -14.4 meV
ionized, neutral         13.3 %, 86.7 %
ionized at 1e+16 cm^-3  99.6 %
ionized at 1e+17 cm^-3  96.1 %
ionized at 1e+18 cm^-3  75.8 %
ionized at 1e+19 cm^-3  37.7 %
ionized if Eb = 0        26.7 %
n at 77 K                4.39e+17 cm^-3
n(300 K)/n(77 K)         30.2
-- screened donor --
fitted donor radius a    1.367 nm
critical kappa*a         1.1906
shortest binding length  1.149 nm
all mobile: Fermi energy 65.3 meV
all mobile: screening    0.603 nm
all mobile: kappa*a      2.266
all mobile: strength     0.525 (bound if > 1)
isolated n: screening    1.214 nm
isolated n: kappa*a      1.126
isolated n: binding      0.10 meV
1e16 cm^-3: binding      42.1 meV
DOS-mass radius a_d      1.929 nm
transition, screening    1.42e+18 cm^-3
transition, Mott rule    6.11e+18 cm^-3
mean spacing, overlap    2.154 nm, 0.704
-- layer --
mobility (rough input)   90 cm2/Vs
sheet R, all mobile      69.4 ohm/sq
sheet R, isolated n      523 ohm/sq
-- neglected effects --
strength, q-dependent    0.636
strength, anisotropic    0.356
ionized, valley-orbit    7.0 % (12 meV rough)
exchange shift at k=0    61.9 meV (unscreened)
nonparabolic DOS gain    8.3 % (0.5/eV rough)
k_F, mean free path      0.790 nm^-1, 4.68 nm
k_F x mean free path     3.70
checks complete
```
